# Does correlating all electrons in a valence basis capture core correlation?

## Question

I am computing the bond length of the NO radical at second order of perturbation theory in cc-pVTZ. With the 1s orbitals frozen I get a minimum near 2.191 bohr. When I correlate all electrons in the same basis, the bond becomes about 0.006 bohr shorter.

Core correlation is supposed to shorten bonds, so the change looks right. May I say that the second calculation includes core correlation, and is it the better of the two?

## Answer

No to the first question. As to the second, the all-electron bond length does lie closer to the result with a proper core basis, but through a cancellation of errors and not because it describes the core well. Your second calculation includes the core *electrons* in the correlation treatment, but most of their correlation energy is missing. The shortening has the right sign, yet most of it comes from basis set superposition error. A genuine core effect is there too, so the two have to be separated.

### What unfreezing the core adds

I use Hartree atomic units, a nonrelativistic Hamiltonian and a restricted open-shell reference. Within each spin, the occupied and virtual blocks of the Fock matrix are diagonalized separately, which defines the orbital energies $\varepsilon$. With $i,j$ for occupied and $a,b$ for virtual spin orbitals, all real,

$$
E_2=\sum_{i<j}e_{ij}+\sum_i s_i,\qquad
e_{ij}=\sum_{a<b}\frac{[(ia|jb)-(ib|ja)]^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},\qquad
s_i=\sum_a\frac{F_{ia}^2}{\varepsilon_i-\varepsilon_a}.
$$

An integral vanishes if the spins in one of its orbital products differ, so for opposite spins only one of the two terms survives. The singles $s_i$ appear because the restricted open-shell orbitals do not make $F_{ia}$ vanish for each spin separately. The denominators are negative when the virtual levels lie above the occupied ones, and then every term lowers the energy.

At this order no amplitude depends on another. Freezing the core deletes the terms that contain a core orbital and leaves the rest unchanged. The energy gained by unfreezing it is therefore

$$
\Delta E_c=E_2^{\rm all}-E_2^{\rm frozen}
=\underbrace{\sum_{i\in c,\,j\in v}e_{ij}+\sum_{i\in c}s_i}_{\text{core–valence}}
+\underbrace{\sum_{i<j\in c}e_{ij}}_{\text{core–core}} ,
$$

where $c$ denotes the 1s orbitals and $v$ the other occupied ones. In coupled-cluster theory the amplitudes are coupled, and this simple deletion no longer holds.

### Why the valence basis misses it

A core orbital with effective charge $\zeta\approx Z-0.3$ has its radial maximum at $\rho=1/\zeta$, which is about 0.15 bohr for nitrogen. Consider a core–core pair excited into p-type virtuals of much larger radius $L$. The following is an order-of-magnitude estimate.

1. Inside the core, the virtual has amplitude $\varphi_a\sim L^{-3/2}(r/L)$. The first factor is its normalization, the second its p-type rise from the nucleus.
2. The core orbital has amplitude $\rho^{-3/2}$ in a volume $\rho^3$. The product $\varphi_i\varphi_a$ therefore carries a charge of magnitude
$$
q\sim\rho^{3}\,\rho^{-3/2}\,L^{-3/2}\,\frac{\rho}{L}=\left(\frac{\rho}{L}\right)^{5/2}.
$$
3. Two such distributions at a distance of order $\rho$ give $(ia|jb)\sim q^2/\rho=(\rho/L)^5/\rho$.
4. The denominator has magnitude $1/\rho^2$, set by the core level, so
$$
|e_{ij}|\sim\frac{(\rho/L)^{10}/\rho^2}{1/\rho^2}=\left(\frac{\rho}{L}\right)^{10}.
$$

The tenth power is the limit for $L\gg\rho$; at a few times $\rho$ the fall is less steep. For $L\sim\rho$ the suppression disappears. What is needed is virtual orbitals with enough amplitude inside the core. Basis functions of about the core's own size supply them most directly. In a core–valence pair only one of the two orbital products contains a core orbital, so there is less to lose.

To find suitable exponents, note that a Gaussian $r^l e^{-\alpha r^2}$ has radial density $r^{2l+2}e^{-2\alpha r^2}$. Setting its logarithmic derivative to zero gives

$$
\frac{2l+2}{r}-4\alpha r=0\quad\Rightarrow\quad r_{\max}=\sqrt{\frac{l+1}{2\alpha}} .
$$

I added two s functions ($\alpha=6,18$), two p shells ($10,36$) and one d shell ($12$) to cc-pVTZ on nitrogen. Their maxima lie between 0.17 and 0.35 bohr. For oxygen the exponents are multiplied by $(7.7/6.7)^2=1.32$, since lengths scale as $1/\zeta$. These are round values chosen for this purpose, not a published set. I call the result TZ+core.

### How much is recovered

As reference for the free atoms I used a larger tight set that includes f functions. It is itself finite, so the percentages refer to that set and not to the complete-basis limit. For N, cc-pCVQZ gives −54.5 mEh instead of −53.4, which would lower the TZ+core fraction to 90% and the cc-pVTZ fraction to 19%.

| Basis | $\Delta E_c$ of N (mEh) | $\Delta E_c$ of O (mEh) | recovered |
|---|---:|---:|---:|
| cc-pVDZ | −1.7 | −1.8 | 3% |
| cc-pVTZ | −10.4 | −11.2 | 20% |
| TZ+core | −49.1 | −51.9 | 92% |
| larger set | −53.4 | −56.6 | 100% |

Is the deficit due to missing *compact* functions, or just to too few functions? The 13 tight functions change the core energy of N by −38.7 mEh. Another 13 functions of the same angular types, but diffuse, change it by −0.8 mEh. The number of functions is the same, so number alone does not explain the deficit. The comparison covers only these two extremes; functions of intermediate size can also recover part of the energy.

In the molecule, cc-pVTZ gives 17% of the TZ+core core–core energy (12.3 of 70.5 mEh) and 42% of the core–valence energy (13.0 of 30.9 mEh). This ordering agrees with the estimate above.

### How the neighbour's functions enter

Each term of the pair energy can be written as a minimum. For an excitation with coupling $g$, denominator $-d$ with $d>0$, and amplitude $t$,

$$
\min_t\,(2gt+d\,t^2):\quad 2g+2dt=0,\quad t=-\frac{g}{d},\quad
\text{value}=-\frac{2g^2}{d}+\frac{g^2}{d}=-\frac{g^2}{d}.
$$

The whole sum is the minimum of a quadratic form over all pair functions that the virtual space can build. Enlarging that space cannot raise the minimum as long as the occupied orbitals stay fixed. A nitrogen core that lacks functions of its own will therefore use whatever the oxygen basis offers, and vice versa.

To measure this, compute each neutral atom $A$ in the full molecular basis, with the partner's nucleus and electrons removed. Define

$$
S(R)=\sum_{A=\mathrm N,\mathrm O}\left[\Delta E_c^{A}(\text{molecular basis at }R)-\Delta E_c^{A}(\text{own basis})\right].
$$

This is the counterpoise construction applied to the core energy alone. The occupied orbitals do relax slightly when functions are added, so the sign of $S$ has to be checked numerically. It is negative in all three bases. As $R\to\infty$ the partner's functions no longer reach the atom and $S\to0$. A negative quantity that rises towards zero acts as an attraction between the atoms, although no physical interaction is involved.

The same quantity corrects the binding energy. The raw core contribution is $D_{\rm raw}=\sum_A\Delta E_c^A(\text{own})-\Delta E_c^{\rm NO}$. Replacing the own-basis atoms by atoms in the molecular basis gives

$$
D_{\rm cp}=\sum_A\Delta E_c^A(\text{molecular basis})-\Delta E_c^{\rm NO}=D_{\rm raw}+S .
$$

In cc-pVTZ, near equilibrium, this is $3.69-3.18=0.51$ mEh. Most of the apparent core contribution to binding was borrowing. In TZ+core the correction is small: $0.48-0.12=0.35$ mEh after rounding.

### From slope to bond length

Let $V(R)$ be the frozen-core curve, with $V'(R_e)=0$ and $k=V''(R_e)$. The new minimum at $R_e+\delta R$ satisfies $V'+\Delta E_c'=0$. Expanding about $R_e$,

$$
0=k\,\delta R+\tfrac12V'''(R_e)\,\delta R^2+\Delta E_c'(R_e)+\Delta E_c''(R_e)\,\delta R+\dots
$$

Both $\delta R$ and $\Delta E_c$ are small, so the second and fourth terms are of second order. Dropping them leaves

$$
\delta R=-\frac{\Delta E_c'}{k}.
$$

Writing $\Delta E_c=S+(\Delta E_c-S)$ splits the shift into a superposition part and a counterpoise-corrected rest:

$$
\delta R=\underbrace{-\frac{S'}{k}}_{\delta R_S}\;\underbrace{-\frac{\Delta E_c'-S'}{k}}_{\text{rest}} .
$$

For your case, $k=1.030$ Eh/bohr², $\Delta E_c'=6.84$ mEh/bohr and $S'=4.99$ mEh/bohr. Hence

$$
\delta R=-\frac{6.84}{1.030}=-6.6\ \text{mbohr},\qquad
\delta R_S=-\frac{4.99}{1.030}=-4.8\ \text{mbohr}.
$$

Locating the minima of the two complete curves directly gives −6.3 mbohr, so the linear formula is off by 5% of that value. It neglects the second-order terms, and I took the slopes at 2.16 bohr, about 0.03 bohr inside the minimum, as finite differences over 0.16 bohr. I have not separated these causes.

Here is the comparison, with the same $k$ throughout so that only the core treatment changes:

| Basis | total (mbohr) | from $S$ (mbohr) | rest (mbohr) |
|---|---:|---:|---:|
| cc-pVDZ | −1.2 | −1.0 | −0.1 |
| cc-pVTZ | −6.6 | −4.8 | −1.8 |
| TZ+core | −3.5 | −0.2 | −3.3 |

In picometres, the cc-pVTZ shift is −0.35 pm, of which −0.26 pm is superposition. The TZ+core shift is −0.19 pm. These are linear estimates. Locating the TZ+core minima directly gives −3.3 mbohr instead of −3.5, and with slopes taken at 2.185 bohr the cc-pVTZ values become $\Delta E_c'=6.6$ and $S'=4.8$ mEh/bohr. The ratio of the two shifts (1.9) and the share of superposition (73%) do not change.

### Reading the shifts

**cc-pVTZ shortens the bond too much.** Its shift is 1.9 times the TZ+core value, and 73% of it is superposition. The excess of 3.1 mbohr is the net result of two errors. Superposition contributes 4.7 mbohr too much shortening, and the corrected rest contributes 1.5 mbohr too little. They partly cancel. Freezing the core misses the whole TZ+core shift of 3.5 mbohr. These shifts alone do not rank the two bond lengths, because the tight functions also shorten the frozen-core bond itself, which the table leaves out. Located directly, the TZ+core minima lie at 2.188 bohr with the core frozen (2.2 mbohr shorter than in cc-pVTZ) and at 2.185 bohr with all electrons. Against the latter, the cc-pVTZ frozen-core distance is 5.5 mbohr too long and the cc-pVTZ all-electron distance 0.8 mbohr too short. The excess shortening in cc-pVTZ offsets most of the basis effect on the frozen-core bond, so the all-electron distance is the closer of the two. That is a cancellation of errors, not a better description of the core, and nothing here shows that it carries over to other molecules.

**cc-pVDZ behaves differently.** Its total shift is smaller than the TZ+core shift, so unfreezing the core there does not make the bond too short by this measure. But 87% of the small shift it does produce is superposition. Almost none of the genuine effect is present.

**Counterpoise is not a cure.** In cc-pVTZ it leaves −1.8 mbohr, about half of the corrected TZ+core value of −3.3 mbohr. It removes what was borrowed but cannot supply the functions that are missing. Adding those functions does both jobs: $S$ falls from −3.18 to −0.12 mEh, although each atom now has more functions to lend.

**The recovered fraction does not predict the shift.** In TZ+core the core energy of NO is −101.5 mEh, but only 0.5 mEh of it remains in the binding energy, because the rest is already present in the atoms. The bond length depends on yet another quantity, the slope. This is why cc-pVTZ can recover a fifth of the atomic core energy and still overshoot the bond shift.

### Softer bonds

Define a local decay length $\lambda=|S|/S'$. Then

$$
\delta R_S=-\frac{S'}{k}=-\frac{|S|}{\lambda k}.
$$

For cc-pVTZ, $\lambda=3.18/4.99=0.64$ bohr. NO has a stiff bond, which keeps the displacement small. With the same $|S|$ and $\lambda$, a bond with a tenth of the force constant would shift ten times as far, about 0.05 bohr. That is a scaling statement, not a prediction for a particular molecule, since $S$ and $\lambda$ change with the system. The linear formula itself fails once $|\Delta E_c''|$ is no longer small compared with $k$, or once the shift is large enough for the cubic term $V'''$ to matter.

### What to do

With cc-pVTZ, freeze the 1s orbitals. The result then lacks core correlation, but it lacks it openly, and the core pairs add no superposition error. If you need the core effect, correlate all electrons in a basis with tight correlating functions, and take the difference from a frozen-core calculation in that *same* basis. You can add that difference to your best frozen-core result, provided the two corrections are nearly additive.

To check an all-electron calculation, compute $S$ at two distances around the minimum and compare $S'$ with $\Delta E_c'$. If they are of similar size, the bond shift is largely borrowed.

These numbers have limits. They are second-order results without relativity, and TZ+core is a finite reference, not the exact answer. The frozen-core distance of 2.191 bohr keeps the valence basis error, including the valence electrons' own superposition error, which $S$ does not measure. The counterpoise fragments were neutral atoms, with the doubly occupied p orbital of oxygen perpendicular to the bond; I have not tried other fragments, which may give a different $S$. The numerical output below lists the values, apart from the directly located TZ+core minima, the slopes at 2.185 bohr and the cc-pCVQZ atom.

## Computed results

```
NO, ROHF-based second order; core = 1s of N and O
midpoint distance 2.16 bohr, half-spacing 0.08 bohr
added tight shells for N (l, exponent in bohr^-2): [(0, 6.0), (0, 18.0), (1, 10.0), (1, 36.0), (2, 12.0)]
O/N exponent scale 1.3208
UMP2 check, all electrons: -0.3202211, -0.3202211 Eh
UMP2 check, frozen core: -0.3160910, -0.3160910 Eh
DZ: atomic core energy N -1.685, O -1.830 mEh; recovered 3.2 %
TZ: atomic core energy N -10.381, O -11.217 mEh; recovered 19.6 %
TZ+core: atomic core energy N -49.099, O -51.905 mEh; recovered 91.8 %
TZ+large: atomic core energy N -53.439, O -56.563 mEh; recovered 100.0 %
N atom, change by 13 tight functions -38.718 mEh
N atom, change by 13 diffuse functions -0.804 mEh
TZ frozen-core R_e 2.19055 bohr
TZ all-electron R_e 2.18421 bohr
TZ force constant 1.0302 Eh/bohr^2
TZ direct shift of minimum -6.343 mbohr
Below: energies are means over the two inner distances
DZ: NO core-valence -3.364, core-core -0.814, sum -4.178 mEh
  part of the TZ+core value 4.1 %
  core superposition energy S -0.4894 mEh
  core part of binding: raw 0.663, counterpoise 0.174 mEh
  slopes: core 1.1966, S 1.0425 mEh/bohr
  bond shift: total -1.161, from S -1.012, rest -0.150 mbohr
  in pm: total -0.0615, from S -0.0535
  share of S in the shift 87.1 %
TZ: NO core-valence -12.986, core-core -12.302, sum -25.288 mEh
  part of the TZ+core value 24.9 %
  core superposition energy S -3.1788 mEh
  core part of binding: raw 3.690, counterpoise 0.511 mEh
  slopes: core 6.8392, S 4.9891 mEh/bohr
  bond shift: total -6.639, from S -4.843, rest -1.796 mbohr
  in pm: total -0.3513, from S -0.2563
  share of S in the shift 72.9 %
TZ+core: NO core-valence -30.943, core-core -70.537, sum -101.481 mEh
  part of the TZ+core value 100.0 %
  core superposition energy S -0.1234 mEh
  core part of binding: raw 0.476, counterpoise 0.353 mEh
  slopes: core 3.6040, S 0.1656 mEh/bohr
  bond shift: total -3.498, from S -0.161, rest -3.338 mbohr
  in pm: total -0.1851, from S -0.0085
  share of S in the shift 4.6 %
```
